How a Lattice-Constant Error Shifts the Computed Bulk Modulus

**Problem**

A method of electronic-structure theory gives the energy of a cubic crystal as a function of its volume. The minimum of this curve gives the lattice constant, and the curvature there gives the bulk modulus. Suppose the method places the minimum at too large a volume.

(a) Show that a small relative volume error δ changes the bulk modulus by the relative amount −B′δ, where B′ is the pressure derivative of the bulk modulus.

(b) Predict the relative change of the modulus when the lattice constant is 1 percent too large.

(c) Find the condition on the energy error of the method under which this prediction gives the error of the method's own equilibrium modulus.

Test the answers on a model face-centred cubic crystal whose atoms interact through the Morse pair energy

u(r) = D [exp(−2α(r − r₀)) − 2 exp(−α(r − r₀))],

with D = 0.3 eV, α = 1.4 Å⁻¹ and r₀ = 3.0 Å. These are round model parameters and stand for no particular material.

**Definitions and conventions**

Let E(V) be the energy per atom at volume V per atom, for nuclei at rest on their lattice sites. Zero-point motion and temperature are left out. The pressure and the bulk modulus are

P = −dE/dV,

B = −V dP/dV = V d²E/dV².

A prime on an energy means a derivative with respect to volume. A prime on B means a derivative with respect to pressure, so B′ = dB/dP and B″ = d²B/dP². The reference curve E(V) has its minimum at V₀, where P = 0 and B = B₀ > 0. The values of B′ and B″ at this point are written B₀′ and B₀″. The relative errors of volume and lattice constant are

δ = (V − V₀)/V₀,  η = (a − a₀)/a₀.

The formulas hold in atomic units and, since no constants of nature enter, in any other consistent set of units.

**First estimate by scaling**

Suppose that near equilibrium the modulus follows a power law in the volume,

B ∝ V^(−m).

The exponent m can be expressed through B′. The power law gives dB/dV = −mB/V, and the definition of B gives dP/dV = −B/V. Therefore

B′ = (dB/dV)/(dP/dV) = (−mB/V)/(−B/V) = m.

The exponent is B′ itself. A small relative change δ of the volume then changes B by the relative amount −B′δ.

The volume of a cubic crystal is proportional to a³, so δ ≈ 3η for small η. The estimate is

(relative change of B) ≈ −3B′η.

For a lattice constant 1 percent too large, the modulus falls by about 3B′ percent. The model crystal has B₀′ = 5.027, which gives

−3 × 5.027 × 0.01 = −0.151,

a reduction of about 15 percent. The modulus is thus far more sensitive than the lattice constant: one factor of three comes from geometry, and a factor of about five from the softening of the crystal as it expands.

The estimate rests on two assumptions. The first is the power law. The second is that the method's modulus is the one the reference crystal would have at the wrong volume. The exact solution examines both.

**Exact solution: motion along one energy curve**

Use the logarithm of the volume as the variable. Since d/d ln V = V d/dV, the definition of the bulk modulus reads

dP/d ln V = −B.

As long as B > 0, the pressure falls steadily as the volume grows, so B can be regarded as a function of P. The chain rule gives

dB/d ln V = (dB/dP)(dP/d ln V) = −B′B.

Division by B leads to

d ln B/d ln V = −B′.  (1)

No power law was assumed here. Equation (1) holds at every volume on the branch with B > 0, with B′ taken at that volume. At V₀ it says that a small relative volume change δ produces

(B − B₀)/B₀ = −B₀′δ + O(δ²).  (2)

This answers part (a). It is the relative change of B that equals −B′δ; the absolute change is −B₀B₀′δ.

The physical origin of the effect is the third derivative of the energy. Differentiating B = VE″ gives dB/dV = E″ + VE‴. By equation (1), the same derivative is −B′B/V = −B′E″. Equating the two,

VE‴ = −(1 + B′)E″.  (3)

If E were a parabola in V, the third derivative would vanish and B′ would be −1: the modulus would grow slightly on expansion, through the factor V in B = VE″. A positive B′ requires a negative third derivative large enough to outweigh this factor. The curvature E″ must fall faster than 1/V as the crystal expands, as it does in the model crystal below, where the bonds weaken on stretching.

**Exact solution: the next order**

A volume error of 3 percent multiplied by a B′ of 5 is not very small, so the next term is worth having. Let x = ln(V/V₀). Differentiating equation (1) once more gives

d² ln B/dx² = −dB′/dx = −B″ dP/dx = B B″,

where the last step uses dP/dx = −B. The Taylor series about x = 0 is

ln(B/B₀) = −B₀′x + ½B₀B₀″x² + O(x³).

Exponentiate, keeping terms up to x². The square of the first term contributes ½B₀′²x²:

B/B₀ = 1 − B₀′x + ½(B₀′² + B₀B₀″)x² + O(x³).

Now express x through δ. From x = ln(1 + δ) = δ − ½δ² + O(δ³), the linear term becomes −B₀′δ + ½B₀′δ², while x² = δ² + O(δ³). Hence

B/B₀ − 1 = −B₀′δ + ½(B₀′² + B₀′ + B₀B₀″)δ² + O(δ³).  (4)

If B′ is constant, equation (1) integrates at once to

B/B₀ = (1 + δ)^(−B₀′),  (5)

which is the power law of the first estimate without linearization.

The volume error also needs no approximation:

δ = (1 + η)³ − 1 = 3η + 3η² + η³.

For η = 0.01 this is 0.03 + 0.0003 + 0.000001 = 0.030301. The first-order prediction for part (b) is then −0.0303B₀′, which is −12.1 percent for B₀′ = 4 and −15.2 percent for B₀′ = 5.

**Exact solution: the error of a method**

A method with a wrong minimum has a different energy curve. Write it as

Ẽ(V) = E(V) + ΔE(V),

with its minimum at Ṽ, so that Ẽ′(Ṽ) = 0. The equilibrium modulus of the method is B̃ = ṼẼ″(Ṽ). Inserting the sum gives

B̃ = ṼE″(Ṽ) + ṼΔE″(Ṽ) = B(Ṽ) + ṼΔE″(Ṽ).  (6)

The first term is the modulus of the reference crystal at the wrong volume, to which equations (1) to (4) apply. The second is the curvature that the energy error itself brings in. Knowing the volume error does not determine this second term.

For a small and smooth energy error, both parts can be written in terms of ΔE at V₀. The condition for the minimum is

0 = E′(Ṽ) + ΔE′(Ṽ).

Because E′(V₀) = 0, the first term is E″(V₀)(Ṽ − V₀) = E″(V₀)V₀δ = B₀δ to first order. In the second term, replacing Ṽ by V₀ makes an error of second order. Therefore

δ = −ΔE′(V₀)/B₀.  (7)

The quantity −ΔE′ is the pressure error of the method. A positive pressure error expands the crystal, by an amount inversely proportional to its stiffness. Replacing Ṽ by V₀ in the curvature term of equation (6) as well, and using equation (2), gives

(B̃ − B₀)/B₀ = −B₀′δ + V₀ΔE″(V₀)/B₀,  (8)

to first order in ΔE. The slope of the energy error moves the minimum, and its curvature changes the modulus directly.

This answers part (c). The prediction −B₀′δ holds to first order when V₀ΔE″(V₀)/B₀ is small compared with B₀′δ. It holds in particular when ΔE is linear in the volume over the range that contains V₀ and Ṽ:

ΔE(V) = −pV + constant.

The method then errs by a constant pressure p. Its local minimum near V₀ lies where E′(Ṽ) = p, that is, where the reference crystal has the pressure −p. The method describes at zero pressure what the reference crystal would be under tension, and equation (6) reduces to B̃ = B(Ṽ).

A pure stretch of the volume axis gives a different answer. Let

Ẽ(V) = E(V/s),  s = 1 + δ.

The first derivative, E′(V/s)/s, vanishes at Ṽ = sV₀, so the relative volume error is δ. The second derivative is E″(V/s)/s². Hence

B̃ = sV₀E″(V₀)/s² = B₀/s,

(B̃ − B₀)/B₀ = 1/s − 1 = −δ/(1 + δ).  (9)

To first order the shift is −δ, without the factor B′. Here the depth and shape of the energy well are unchanged and only the volume scale differs, so the modulus, an energy per volume, changes as 1/V.

Equation (8) reproduces this result. For small δ, V/s ≈ V − δV, so ΔE ≈ −δVE′(V). Two differentiations give

ΔE″ ≈ −δ(2E″ + VE‴).

With equation (3), the bracket at V₀ equals (2 − 1 − B₀′)E″ = (1 − B₀′)E″. Thus V₀ΔE″(V₀)/B₀ = (B₀′ − 1)δ, and the sum in equation (8) is −B₀′δ + (B₀′ − 1)δ = −δ. The curvature term cancels most of the expected softening when B₀′ is well above 1.

**The model crystal**

The energy per atom is half the sum of u(r) over all neighbours of one atom, where the half avoids counting each pair twice. All distances are proportional to a, and V = a³/4 because the cubic cell holds four atoms. Minimization gives

a₀ = 3.901 Å,  V₀ = 14.84 Å³,

B₀ = 0.657 eV/Å³ (105.3 GPa).

The pressure derivatives are obtained from their definition, by letting the crystal relax under small positive and negative pressures and comparing the moduli:

B₀′ = 5.027,  B₀B₀″ = −7.68.

With δ = 0.030301, the first-order term is

−5.027 × 0.030301 = −0.1523.

The coefficient of δ² in equation (4) is

½(25.27 + 5.03 − 7.68) = 11.31,

and the second-order term is 11.31 × 0.030301² = 0.0104. The second-order prediction is therefore −0.1523 + 0.0104 ≈ −0.142, or −14.2 percent.

Three energy errors are now constructed, each of which makes the lattice constant 1 percent too large.

The first is a constant pressure error, p = 0.0182 eV/Å³. This is somewhat less than B₀δ = 0.657 × 0.0303 = 0.0199 eV/Å³, the value from equation (7). With B fixed at B₀, the relation dP/d ln V = −B would give p = B₀ ln(1 + δ) = 0.0196 eV/Å³; the larger remaining part of the difference arises because the crystal softens while it expands.

The second is an attraction that is too weak. Let −A(V) be the attractive part of the energy, so that A is the sum of the terms with exp(−α(r − r₀)), taken positive. Reducing the attraction by the fraction ε adds

ΔE = εA(V).

Since A decreases with volume, ΔE′ is negative and the crystal expands. The required reduction is ε = 3.04 percent. The sign of the curvature term follows from the form of A. Each distance is proportional to V^(1/3), so each term of A is a positive constant times f = exp(−cV^(1/3)) with c > 0. Differentiating twice,

f′ = −(c/3)V^(−2/3)f,

f″ = [(c²/9)V^(−4/3) + (2c/9)V^(−5/3)]f > 0.

The energy error therefore has positive curvature, which counteracts the softening.

The third error is the pure stretch, with s = 1.030301.

Minimizing each new curve and computing its modulus gives the following relative shifts. The middle column is the change of B along the reference curve, and the last is the curvature term of equation (6) divided by B₀.

| Energy error | Total | Along curve | Curvature |
|---|---|---|---|
| constant pressure | −14.25 % | −14.25 % | 0 |
| weaker attraction | −7.94 % | −14.25 % | +6.30 % |
| volume stretch | −2.94 % | −14.25 % | +11.30 % |

The parts add up to the totals within rounding. For the constant pressure error, the modulus falls by 0.0936 eV/Å³ (15.0 GPa).

**Comparison of the estimate with the exact solution**

For a constant pressure error, the scaling estimate of −15.1 percent is close to the computed −14.25 percent. Its small remaining error has several sources. Replacing 3η by the full δ moves the estimate to −15.23 percent, slightly further from the computed value. The estimate without this correction is closer because two neglected terms of opposite sign partly cancel. The second-order term brings the prediction to −14.195 percent, about 0.05 percentage points from the computed shift of −14.245 percent.

The power law without linearization, equation (5), gives −13.94 percent. It softens the crystal too little because it holds B′ fixed. In this model B₀″ is negative, so B′ increases as the pressure falls below zero, and the modulus drops faster than the power law says. The term ½B₀B₀″x² has the size needed: with x = ln(1.030301) = 0.02985 it is −0.0034 in ln B, which at B/B₀ ≈ 0.86 lowers B/B₀ by about 0.003, or 0.3 percentage points.

The first-order law can also be checked by its remainder, which should be proportional to δ² for small δ. Along the reference curve the remainder is 1.113 × 10⁻³ at δ = 0.01 and 2.807 × 10⁻⁴ at δ = 0.005. The ratio is 3.97, close to the expected 4.

For the other two energy errors, the estimate fails although the lattice constant is wrong by the same 1 percent. It predicts nearly twice the actual softening for the weakened attraction and about five times the actual softening for the stretch. Higher orders in δ do not repair this, since the missing piece is the curvature of ΔE. Equation (8) accounts for it to first order in ΔE. For an attraction weakened by only 0.1 percent, it predicts a modulus shift of −0.2686 percent, and the minimized curve gives −0.2683 percent.

Nor is −B₀′δ an upper limit on the softening. If ΔE has negative curvature at the new minimum, equation (6) puts the modulus below that of the reference crystal at the same volume, and to first order equation (8) gives a shift more negative than −B₀′δ. At finite δ the softening exceeds B₀′δ once this curvature term outweighs the higher-order terms of equation (4), which in the model make the shift along the curve (−14.25 percent) smaller in size than −B₀′δ (−15.23 percent).

The distinction matters when a computed modulus is to be corrected for a known volume error. One may evaluate the method's curve at the reference volume V₀ instead of at its own minimum. This gives

V₀Ẽ″(V₀) = B₀ + V₀ΔE″(V₀),

so that only the curvature error remains. For a constant pressure error the correct B₀ is recovered. For a pure stretch, the remaining relative error is (B₀′ − 1)δ to first order, which is larger in size than the original −δ whenever B₀′ > 2. With B₀′ = 5.03 and δ = 0.0303 the correction would replace an error of about −3 percent by one of about +12 percent.

A lattice constant that is 1 percent too large thus suggests a modulus about 3B′ percent too small if the method's error acts mainly as a constant pressure. Whether it does so cannot be read from the lattice constant alone. It requires a comparison of the slope and the curvature of the energy error, for instance by computing the difference between the method and a more accurate one at several volumes around the minimum.

Computed values

```
Morse depth: 0.3 eV
Morse inverse range: 1.4 1/angstrom
Morse pair distance: 3.0 angstrom
equilibrium lattice constant a0: 3.9010 angstrom
equilibrium volume per atom V0: 14.8413 angstrom^3
energy per atom at V0: -2.7712 eV
B0: 0.65736 eV/angstrom^3 = 105.32 GPa
B' (dimensionless): 5.0274
B0*B'' (dimensionless): -7.682
second-order coefficient (dimensionless): 11.310
lattice-constant error: 1.0 percent
volume error: 3.0301 percent
first-order shift -B'*delta: -15.23 percent
second-order shift: -14.20 percent
shift if B' were constant: -13.94 percent
first-order shift for B'=4: -12.12 percent
first-order shift for B'=5: -15.15 percent
remainder of first-order law, delta=0.01: 1.113e-03
remainder of first-order law, delta=0.005: 2.807e-04
ratio of remainders: 3.965
pressure error p: 0.01820 eV/angstrom^3
weakening of attraction: 3.043 percent
constant pressure: new modulus 0.56371 eV/angstrom^3
  total shift: -14.25 percent
  part along reference curve: -14.25 percent
  curvature part: -0.00 percent
weaker attraction: new modulus 0.60515 eV/angstrom^3
  total shift: -7.94 percent
  part along reference curve: -14.25 percent
  curvature part: 6.30 percent
volume stretch: new modulus 0.63802 eV/angstrom^3
  total shift: -2.94 percent
  part along reference curve: -14.25 percent
  curvature part: 11.30 percent
modulus change, constant pressure: -0.09364 eV/angstrom^3 = -15.00 GPa
0.1 percent weaker attraction, volume error: 0.0974 percent (formula 0.0974)
0.1 percent weaker attraction, modulus shift: -0.2683 percent (formula -0.2686)
```
